# Spectral Representation of the Photon Propagator in Coulomb Gauge: test program

```python
"""Kallen-Lehmann representation of the photon propagator, Hartree units.
Tests: (1) uniqueness/positivity of the <FF> tensor, (2) one-pair density from
explicit spinors, (3) dispersion integral vs Feynman-parameter loop, (4) cutoff
integral, (5) sum rule in two exactly diagonalized models, (6) covariance of the
exchange between conserved currents, (7) hydrogen 1s shift by two roads."""
import numpy as np
from scipy.constants import fine_structure as alpha, physical_constants as pc
from scipy.integrate import quad
from scipy.linalg import null_space
from numpy.polynomial.legendre import leggauss

pi = np.pi
c = 1/alpha
M = c                                   # inverse reduced Compton length, 1/bohr
g = np.diag([1., -1, -1, -1])
print(f"alpha = {alpha:.10e}; c = M = {c:.6f} a.u.")
print(f"pair threshold 4M^2 = {4*M*M:.4f} bohr^-2")

# (1) tensors antisymmetric in pairs, little-group invariant, obeying Bianchi
gens = []
for a in range(4):
    for b in range(a+1, 4):
        w = np.zeros((4, 4)); w[a, b] = 1; w[b, a] = -1
        gens.append(w @ g)
def allowed(p, parity):
    N = null_space(np.array([G @ p for G in gens]).T)
    little = [sum(N[i, j]*gens[i] for i in range(6)) for j in range(N.shape[1])]
    R = np.diag([1., -1, 1, 1])         # reflection that leaves p (along z) fixed
    cols = []
    for T in np.eye(256).reshape(256, 4, 4, 4, 4):
        r = [T + T.transpose(1, 0, 2, 3), T + T.transpose(0, 1, 3, 2)]
        for G in little:
            r.append(np.einsum('ae,ebcd->abcd', G, T) + np.einsum('be,aecd->abcd', G, T)
                     + np.einsum('ce,abed->abcd', G, T) + np.einsum('de,abce->abcd', G, T))
        for U in (T, T.transpose(2, 3, 0, 1)):
            X = np.einsum('e,abcd->eabcd', p, U)
            r.append(X + X.transpose(1, 2, 0, 3, 4) + X.transpose(2, 0, 1, 3, 4))
        if parity:
            r.append(np.einsum('ae,bf,cg,dh,efgh->abcd', R, R, R, R, T, optimize=True) - T)
        cols.append(np.concatenate([x.ravel() for x in r]))
    A = np.array(cols)
    ev, vec = np.linalg.eigh(A @ A.T)
    return vec[:, ev < 1e-9]
def W_formula(p):
    X = np.einsum('a,c,bd->abcd', p, p, g)
    return -(X - X.transpose(0, 1, 3, 2) - X.transpose(1, 0, 2, 3) + X.transpose(1, 0, 3, 2))
pairs = [(a, b) for a in range(4) for b in range(a+1, 4)]
for name, p, par, dim, rank in [("timelike", [1.3, 0, 0, .5], False, 1, 3),
                                ("lightlike, no parity", [1., 0, 0, 1], False, 2, 2),
                                ("lightlike, parity", [1., 0, 0, 1], True, 1, 2)]:
    p = np.array(p); V = allowed(p, par); W = W_formula(p); w = W.ravel()
    assert V.shape[1] == dim
    assert np.linalg.norm(w - V @ (V.T @ w)) < 1e-8
    ev = np.linalg.eigvalsh(np.array([[W[i+j] for j in pairs] for i in pairs]))
    assert ev.min() > -1e-12 and (ev > 1e-9).sum() == rank
    print(f"{name}: allowed tensors = {dim}, Gram rank = {rank}")

# (2) one-pair density from eigenvectors of the Dirac Hamiltonian
def sigma(s):
    return alpha/(3*pi*s)*(1 + 2*M*M/s)*np.sqrt(max(1 - 4*M*M/s, 0.0))
pauli = [np.array(m, complex) for m in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
al = [np.kron(pauli[0], m) for m in pauli]; beta_mat = np.kron(pauli[2], np.eye(2))
def current_tensor(s):
    E = np.sqrt(s)/2; p = np.sqrt(E*E - M*M); h = 1e-4*p
    jac = (np.hypot(p+h, M) - np.hypot(p-h, M))/h      # d(2E)/dp
    W = np.zeros((4, 4), complex)
    for ct, wt in zip(*leggauss(6)):
        for ph in np.arange(8)*pi/4:
            st = np.sqrt(1-ct*ct); n = [st*np.cos(ph), st*np.sin(ph), ct]
            _, U = np.linalg.eigh(p*sum(x*y for x, y in zip(n, al)) + M*beta_mat)
            v, u = U[:, :2]*np.sqrt(2*E), U[:, 2:]*np.sqrt(2*E)
            J = np.array([(v.conj().T @ m @ u).ravel() for m in [np.eye(4)] + al])
            W += wt*(pi/4)*(J @ J.conj().T)
    return W*p*p/((2*pi)**2*4*E*E*jac)
for r in (4.5, 8., 50.):
    s = r*M*M; W = current_tensor(s); w = W[1, 1].real
    assert np.abs(W - w*np.diag([0, 1, 1, 1])).max() < 1e-10*w
    assert abs(2*alpha*w/s**2/sigma(s) - 1) < 1e-7
    print(f"s = {r} M^2: sigma spinors {2*alpha*w/s**2:.6e}, formula {sigma(s):.6e} bohr^2")

# (3) dispersion integral, s = 4 M^2 cosh^2(t)
def spec(f, tmax=25.):
    F = lambda t: sigma(4*M*M*np.cosh(t)**2)*f(4*M*M*np.cosh(t)**2)*4*M*M*np.sinh(2*t)
    return quad(F, 0, tmax, epsabs=0, epsrel=1e-10, limit=400)[0]
xg, wg = leggauss(300); xg = (xg+1)/2; wg = wg/2; y = xg*(1-xg)
feyn = lambda Q2: 2*alpha/pi*np.sum(wg*y*np.log1p(y*Q2/M**2))
for Q in (1., M, 10*M):
    disp = spec(lambda s: Q*Q/(s+Q*Q))
    assert abs(disp/feyn(Q*Q) - 1) < 1e-8
    print(f"Pi_hat(Q = {Q:.3f} bohr^-1) = {disp:.6e} (loop {feyn(Q*Q):.6e})")
z = (9+2j)*M*M
disp = spec(lambda s: (z/(z-s)).real) + 1j*spec(lambda s: (z/(z-s)).imag)
loop = 2*alpha/pi*np.sum(wg*y*np.log(1 - y*z/M**2))
assert abs(disp/loop - 1) < 1e-8
print(f"Pi_hat(q^2 = (9+2i)M^2) = {disp.real:.6e} {disp.imag:+.6e}i")

# (4) cutoff integral and Z3
def I_closed(L):
    b = np.sqrt(1 - 4/L**2)
    return (2*np.arctanh(b) - 2*b + b**3/3)/(3*pi)
for L in (10., 100., 1000.):
    num = spec(lambda s: 1., np.arccosh(L/2))
    asym = alpha*(np.log(L*L) - 5/3)/(3*pi)
    assert abs(num/(alpha*I_closed(L)) - 1) < 1e-8
    assert abs(num - asym) < alpha*(1/L**4 + 1e-9)
    print(f"Lambda = {L:g} c: int sigma = {num:.7e}, asymptotic {asym:.7e}, Z3 = {1-num:.7f}")
print(f"Landau scale log10(Lambda/M) = {(3*pi/alpha + 5/3)/(2*np.log(10)):.2f}")

# (5a) one mode Q coupled to three two-level systems, no coupling to P
om, eps, cpl, nb = 1.0, (3., 4., 5.5), (.5, .6, .7), 40
a = np.diag(np.sqrt(np.arange(1., nb)), 1)
Qop = np.kron((a + a.T)/np.sqrt(2*om), np.eye(8))
H = np.kron(np.diag(om*(np.arange(nb) + .5)), np.eye(8))
for j in range(3):
    emb = lambda m: np.kron(np.eye(nb*2**j), np.kron(m, np.eye(2**(2-j))))
    H = H + eps[j]*emb(np.diag([0., 1])) + cpl[j]*Qop @ emb(pauli[0].real)
E, U = np.linalg.eigh(H); wn = E[1:] - E[0]
rho = 2*wn*(U[:, 1:].T @ Qop @ U[:, 0])**2
assert abs(rho.sum() - 1) < 1e-9 and 0 < rho[0] < 1
f = 1e-3; E0 = lambda x: np.linalg.eigvalsh(H + x*Qop)[0]
fd = -(E0(f) + E0(-f) - 2*E[0])/f**2
assert abs(fd/np.sum(rho/wn**2) - 1) < 1e-4    # O(f^2) difference error
print(f"mode model: omega = {om}, gaps = {eps} hartree, couplings = {cpl} a.u.")
print(f"mode model: dressed omega = {wn[0]:.6f} hartree, Z = {rho[0]:.6f}")
print(f"mode model: other weight = {rho[1:].sum():.6f}, sum = {rho.sum():.10f}")
print(f"mode model: response spectral {np.sum(rho/wn**2):.6f}, finite diff {fd:.6f} a.u.")

# (5b) bubble chain, Lambda = 10 M; poles are eigenvalues of S + v v^T (units M^2)
L = 10.; t, wt = leggauss(200); tm = np.arccosh(L/2); t = (t+1)*tm/2; wt = wt*tm/2
sj = 4*np.cosh(t)**2
mass = np.array([sigma(x*M*M) for x in sj])*M*M*4*np.sinh(2*t)*wt/alpha
print(f"chain model: I(Lambda = 10 c) = {I_closed(L):.7f}")
for aR in (alpha, 2.0):
    Z3 = 1 - aR*I_closed(L)
    v = np.sqrt(aR/Z3*mass*sj)
    zn, U = np.linalg.eigh(np.diag(sj) + np.outer(v, v))
    rn = (U.T @ v)**2/zn
    assert zn.min() > 4 and abs(Z3 + rn.sum() - 1) < 1e-9
    print(f"chain, coupling {aR:.6f}: bare {aR/Z3:.6f}, Z3 = {Z3:.7f}, rest = {rn.sum():.7f}")

# (6) Coulomb-gauge exchange equals covariant exchange (strong-coupling weights)
rng = np.random.default_rng(1)
k = rng.normal(size=3); k0 = 0.4; k2 = k @ k; q2 = k0*k0 - k2
J, K = rng.normal(size=3), rng.normal(size=3)
J0, K0 = k @ J/k0, k @ K/k0
d = 1/(q2*(1 + np.sum(v*v/(sj - q2))))          # from the self-energy
coul = J0*K0*(1/k2 + np.sum(rn*zn/(q2 - zn))/k2) \
    + (J @ K - (k @ J)*(k @ K)/k2)*(Z3/q2 + np.sum(rn/(q2 - zn)))
cov = -d*(J0*K0 - J @ K)
assert abs(coul/cov - 1) < 1e-9
print(f"exchange kernel: Coulomb {coul:.8f}, covariant {cov:.8f} (units of M)")

# (7) hydrogen 1s shift
dE = -4*spec(lambda s: 1/(2 + np.sqrt(s))**2)
mom = -(2/pi)*quad(lambda u: np.exp(u)*feyn(np.exp(2*u))*16/(4 + np.exp(2*u))**2,
                   -12, 16, epsabs=0, epsrel=1e-10, limit=400)[0]
moment = spec(lambda s: 1/s)
assert abs(dE/mom - 1) < 1e-7
assert abs(moment/(alpha**3/(15*pi)) - 1) < 1e-8
MHz = pc["hartree-hertz relationship"][0]/1e6
print(f"int sigma/s ds = {moment:.7e} bohr^2")
print(f"H 1s leading shift = {-4*moment:.7e} hartree = {-4*moment*MHz:.3f} MHz")
print(f"H 1s spectral shift = {dE:.7e} hartree = {dE*MHz:.3f} MHz")
print(f"H 1s momentum-space shift = {mom:.7e} hartree")
print(f"ratio spectral/leading = {dE/(-4*moment):.6f}")
print(f"1 hartree = {MHz:.6e} MHz")
print("ALL CHECKS PASSED")
```

Output:

```
alpha = 7.2973525643e-03; c = M = 137.035999 a.u.
pair threshold 4M^2 = 75115.4603 bohr^-2
timelike: allowed tensors = 1, Gram rank = 3
lightlike, no parity: allowed tensors = 2, Gram rank = 2
lightlike, parity: allowed tensors = 1, Gram rank = 2
s = 4.5 M^2: sigma spinors 4.411557e-09, formula 4.411557e-09 bohr^2
s = 8.0 M^2: sigma spinors 4.555435e-09, formula 4.555435e-09 bohr^2
s = 50.0 M^2: sigma spinors 8.225875e-10, formula 8.225875e-10 bohr^2
Pi_hat(Q = 1.000 bohr^-1) = 8.246172e-09 (loop 8.246172e-09)
Pi_hat(Q = 137.036 bohr^-1) = 1.403669e-04 (loop 1.403669e-04)
Pi_hat(Q = 1370.360 bohr^-1) = 2.319313e-03 (loop 2.319313e-03)
Pi_hat(q^2 = (9+2i)M^2) = -1.205822e-04 -1.913039e-03i
Lambda = 10 c: int sigma = 2.2754388e-03, asymptotic 2.2752044e-03, Z3 = 0.9977246
Lambda = 100 c: int sigma = 5.8408641e-03, asymptotic 5.8408640e-03, Z3 = 0.9941591
Lambda = 1000 c: int sigma = 9.4065237e-03, asymptotic 9.4065237e-03, Z3 = 0.9905935
Landau scale log10(Lambda/M) = 280.81
mode model: omega = 1.0, gaps = (3.0, 4.0, 5.5) hartree, couplings = (0.5, 0.6, 0.7) a.u.
mode model: dressed omega = 0.701068 hartree, Z = 0.966583
mode model: other weight = 0.033417, sum = 1.0000000000
mode model: response spectral 1.969216, finite diff 1.969216 a.u.
chain model: I(Lambda = 10 c) = 0.3118170
chain, coupling 0.007297: bare 0.007314, Z3 = 0.9977246, rest = 0.0022754
chain, coupling 2.000000: bare 5.313977, Z3 = 0.3763659, rest = 0.6236341
exchange kernel: Coulomb -0.13117161, covariant -0.13117161 (units of M)
int sigma/s ds = 8.2462188e-09 bohr^2
H 1s leading shift = -3.2984875e-08 hartree = -217.030 MHz
H 1s spectral shift = -3.2691731e-08 hartree = -215.101 MHz
H 1s momentum-space shift = -3.2691731e-08 hartree
ratio spectral/leading = 0.991113
1 hartree = 6.579684e+09 MHz
ALL CHECKS PASSED
```
